# Branch strengths of 2Pi–2Sigma transitions between Hund's cases a and b, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From the symmetry of the transition to the twelve branch strengths

### 1.1 What symmetry fixes

A free molecule has no preferred direction in space, so a line between two rotational levels is described by one number, the squared dipole matrix element summed over all magnetic sublevels:

$$S=\sum_{M,M'',p}\left|\langle J M|\mu_p|K M''\rangle\right|^2 .$$

Here $J$ is the total angular momentum of the $^2\Pi$ level, $K$ that of the $^2\Sigma$ level, and $\mu_p$ ($p=0,\pm1$) are the laboratory spherical components of the dipole. $S$ has the dimension of a squared dipole moment. If one electronic moment $\mu_\perp$ carries the whole transition, then $S=\mu_\perp^2$ times a pure number. The $^2\Pi$ state has two energy parameters, the spin-orbit constant $A$ and the rotational constant $B$, and its eigenvectors can depend on them only through the ratio

$$Y=A/B .$$

The dipole does not act on the spin, which restricts the form further. For $\Lambda=+1$, a $^2\Pi$ level is a superposition of two states, with axial spin projection $\Sigma=-\tfrac12$ (total projection $\Omega=\Lambda+\Sigma=\tfrac12$) and $\Sigma=+\tfrac12$ ($\Omega=\tfrac32$). Call the real coefficients $a$ and $b$, with $a^2+b^2=1$. Since $\Sigma$ is conserved, each state is reached from one spin projection of the $^2\Sigma$ state. The amplitude is therefore linear in $a$ and $b$, and the strength is quadratic. A quadratic form in a real unit vector is a combination of $1$, $a^2-b^2$ and $2ab$, so every branch strength must read

$$S/\mu_\perp^2=\alpha+\beta\,(a^2-b^2)+\gamma\,(2ab).$$

The coefficients $\alpha,\beta,\gamma$ come from rotational geometry and do not contain $Y$. The dynamics enters through $a^2-b^2$ and $2ab$ alone. The last term is the interference between the two spin projections, and it will separate the main branches from the satellites.

### 1.2 Conventions and assumptions

The $^2\Pi$ state is taken as the upper state. A line is written $P_{ij}$, $Q_{ij}$ or $R_{ij}$ for $J-K=-1,0,+1$. The first index is the $^2\Pi$ component and the second the $^2\Sigma$ component. For each $J$, $F_1$ is the lower and $F_2$ the higher $^2\Pi$ level, whatever the sign of $A$. For the $^2\Sigma$ state, $F_1$ has $N=K-\tfrac12$ and $F_2$ has $N=K+\tfrac12$, where $N$ is the angular momentum without spin. Lines with $i=j$ are main lines and lines with $i\ne j$ are satellites.

If the $^2\Pi$ state is the lower one, the strengths are unchanged, because $S$ is symmetric between the two levels. The names change: $P$ and $R$ are exchanged, and the indices are reversed if the upper state is to come first.

The moment is $\mu_\perp=\langle\Lambda{=}1|\mu_{+1}|\Lambda{=}0\rangle$, with the molecule-fixed component $\mu_{+1}=-(\mu_x+i\mu_y)/\sqrt2$. With $|\Lambda{=}1\rangle=(|\Pi_x\rangle+i|\Pi_y\rangle)/\sqrt2$ and $\langle\Pi_x|\mu_x|\Sigma\rangle=\langle\Pi_y|\mu_y|\Sigma\rangle=m$, the cross elements being zero,

$$\mu_\perp=-\tfrac12\,(m-i\cdot i\,m)=-m .$$

Thus $\mu_\perp^2$ equals the square of the Cartesian element $\langle\Pi_x|\mu_x|\Sigma\rangle$. For a vibronic band, $m$ is the matrix element of the electronic moment between the two vibrational functions.

The model assumes a rigid rotor, a constant $A$, no spin-rotation term in the $^2\Pi$ state (such a term would change $a$ and $b$), and a moment independent of spin and rotation. Mixing with other electronic states is left out, so the two $\Lambda$-doublet components of a $^2\Pi$ level are degenerate and share the same $a$ and $b$.

### 1.3 The 2Pi levels

The nuclear rotation is $\mathbf R=\mathbf N-\mathbf L$, with $\mathbf N=\mathbf J-\mathbf S$ and no component along the axis. Hence

$$\mathbf R^2=\mathbf N_\perp^2-2\mathbf N_\perp\!\cdot\mathbf L_\perp+\mathbf L_\perp^2 .$$

The middle term connects different electronic states and is neglected. The last term is a constant within the electronic state and is absorbed in its energy. What remains is

$$H=B(\mathbf J-\mathbf S)_\perp^2+A\Lambda\Sigma .$$

Expanding the square gives

$$(\mathbf J-\mathbf S)_\perp^2=[J(J+1)-\Omega^2]+[S(S+1)-\Sigma^2]-(J_+S_-+J_-S_+).$$

For $S=\tfrac12$ the second bracket is $\tfrac34-\tfrac14=\tfrac12$. Define $x=J+\tfrac12$, so that $J(J+1)=x^2-\tfrac14$. The diagonal elements for $\Lambda=+1$ are

$$H_{1/2}=B\left(x^2-\tfrac14-\tfrac14+\tfrac12\right)-\tfrac A2=B\left(x^2-\tfrac Y2\right),$$

$$H_{3/2}=B\left(x^2-\tfrac14-\tfrac94+\tfrac12\right)+\tfrac A2=B\left(x^2-2+\tfrac Y2\right).$$

The molecule-fixed components of $\mathbf J$ have commutators of reversed sign, so $J_-$ raises $\Omega$. It does so with the positive element $\sqrt{J(J+1)-\Omega(\Omega+1)}$, while $S_+$ takes $\Sigma=-\tfrac12$ to $+\tfrac12$ with element 1. With $\Omega=\tfrac12$ the coupling is

$$H_{1/2,3/2}=-B\sqrt{x^2-\tfrac14-\tfrac34}=-Br,\qquad r=\sqrt{x^2-1}.$$

This term grows with rotation and turns the spin away from the axis. Subtracting the mean diagonal energy leaves a traceless matrix:

$$\frac HB=(x^2-1)\mathbf 1+\mathbf T,\qquad \mathbf T=\begin{pmatrix}-\tfrac{Y-2}{2}&-r\\-r&\tfrac{Y-2}{2}\end{pmatrix}.$$

Its square is a multiple of the unit matrix, $\mathbf T^2=\tfrac14X^2\,\mathbf 1$, with

$$X=\sqrt{(Y-2)^2+4(x^2-1)} .$$

The eigenvalues of $\mathbf T$ are $\mp X/2$. Let $s=+1$ for $F_1$ and $s=-1$ for $F_2$. Then

$$E=B\left(x^2-1-\tfrac{s}{2}X\right).$$

Because $\mathbf T^2=\tfrac14X^2\mathbf 1$, the projector on the eigenvector with eigenvalue $-sX/2$ is $\tfrac12(\mathbf 1-2s\mathbf T/X)$: it gives 1 on that eigenvector and 0 on the other. Its elements are $a^2$, $b^2$ and $ab$, so no phase needs to be chosen separately:

$$a^2-b^2=\frac{s(Y-2)}X,\qquad 2ab=\frac{2sr}X .$$

The mean spin projection follows as

$$\langle\Sigma\rangle=\tfrac12(b^2-a^2)=-\frac{s(Y-2)}{2X}.$$

These results hold for $J\ge\tfrac32$. At $J=\tfrac12$ the state $\Omega=\tfrac32$ does not exist. One level remains, with $a=1$, $b=0$.

### 1.4 The 2Sigma levels

The same Hamiltonian with $\Lambda=0$ acts on $\Omega''=\Sigma=\pm\tfrac12$. Put $y=K+\tfrac12$. Both diagonal elements are $B''(y^2-\tfrac14-\tfrac14+\tfrac12)=B''y^2$, and the coupling is $-B''\sqrt{K(K+1)+\tfrac14}=-B''y$. The eigenvectors are

$$\frac{|{+}\tfrac12\rangle+e\,|{-}\tfrac12\rangle}{\sqrt2},\qquad E''=B''(y^2-ey),\qquad e=\pm1 .$$

For $e=+1$ the energy is $B''y(y-1)=B''N(N+1)$ with $N=y-1=K-\tfrac12$, which is $F_1$. For $e=-1$ it is $B''y(y+1)$ with $N=y=K+\tfrac12$, which is $F_2$. A spin-rotation energy proportional to $\mathbf N\cdot\mathbf S$ is diagonal in $N$ and $K$. It shifts these levels without changing their eigenvectors, so the strengths contain no constant of the $^2\Sigma$ state.

### 1.5 Rotational amplitudes

The laboratory dipole is $\mu_p=\sum_q D^{1*}_{pq}\mu_q$. Between symmetric-top functions,

$$\langle J\Omega M|D^{1*}_{pq}|K\Omega''M''\rangle=(-1)^{M-\Omega}\sqrt{(2J+1)(2K+1)}\begin{pmatrix}J&1&K\\-M&p&M''\end{pmatrix}\begin{pmatrix}J&1&K\\-\Omega&q&\Omega''\end{pmatrix}.$$

The squares of the first 3j symbol add up to 1 over $M,p,M''$. For $q=+1$ and $\Omega''=\Omega-1$, what remains is an amplitude $m_\Omega$. Writing the second 3j symbol as a Clebsch–Gordan coefficient absorbs the phase $(-1)^{-\Omega}$, and up to a sign common to both $\Omega$,

$$m_\Omega=\sqrt{2K+1}\;\langle K,\Omega{-}1;1,1|J,\Omega\rangle .$$

The standard coefficients for coupling with angular momentum 1 give

$$m_\Omega^2=\frac{(J+\Omega-1)(J+\Omega)}{2J}\quad(R,\;K=J-1),$$

$$m_\Omega^2=\frac{(2J+1)(J+\Omega)(J-\Omega+1)}{2J(J+1)}\quad(Q,\;K=J),$$

$$m_\Omega^2=\frac{(J+1-\Omega)(J+2-\Omega)}{2(J+1)}\quad(P,\;K=J+1).$$

In the standard phases the coefficient is positive for $R$ and $P$ and negative for $Q$, for both values of $\Omega$. The product $m_{1/2}m_{3/2}$ is therefore positive in every branch. With $2J=2x-1$, $2(J+1)=2x+1$ and $2J(J+1)=(4x^2-1)/2$:

| branch | $m_{1/2}^2$ | $m_{3/2}^2$ | $m_{1/2}m_{3/2}$ |
|---|---|---|---|
| $R$ | $\frac{x(x-1)}{2x-1}$ | $\frac{x(x+1)}{2x-1}$ | $\frac{xr}{2x-1}$ |
| $Q$ | $\frac{4x^3}{4x^2-1}$ | $\frac{4x(x^2-1)}{4x^2-1}$ | $\frac{4x^2r}{4x^2-1}$ |
| $P$ | $\frac{x(x+1)}{2x+1}$ | $\frac{x(x-1)}{2x+1}$ | $\frac{xr}{2x+1}$ |

The three entries for $\Omega=\tfrac12$ add to $x[(x-1)(2x+1)+4x^2+(x+1)(2x-1)]/(4x^2-1)=x(8x^2-2)/(4x^2-1)=2x$. Those for $\Omega=\tfrac32$ add to $x[(x+1)(2x+1)+4x^2-4+(x-1)(2x-1)]/(4x^2-1)$, which is also $2x=2J+1$.

### 1.6 Assembling the strengths

The $^2\Pi$ part with $\Omega=\tfrac12$ has $\Sigma=-\tfrac12$ and is reached from $|{-}\tfrac12\rangle$, whose coefficient is $e/\sqrt2$. The part with $\Omega=\tfrac32$ is reached from $|{+}\tfrac12\rangle$, with coefficient $1/\sqrt2$. The amplitude into the $\Lambda=+1$ state is

$$A_+=\frac{\mu_\perp}{\sqrt2}\left(a\,e\,m_{1/2}+b\,m_{3/2}\right).$$

Reflection in a plane through the axis gives an amplitude of equal modulus into the degenerate state with $\Lambda=-1$. Adding the two squares cancels the factor $\tfrac12$:

$$\frac{S}{\mu_\perp^2}=a^2m_{1/2}^2+b^2m_{3/2}^2+2e\,ab\,m_{1/2}m_{3/2}.$$

In states of definite parity, the selection rule puts this whole strength on one $\Lambda$-doublet component and none on the other. Since $2ab=2sr/X$, the interference term carries the sign $h=es$, which is $+1$ for $i=j$ and $-1$ for $i\neq j$.

For $R$ lines, $a^2(x-1)+b^2(x+1)=x-(a^2-b^2)$. For $P$ lines the sign of $a^2-b^2$ is reversed. For $Q$ lines, $a^2x^2+b^2(x^2-1)=x^2-b^2$ with $b^2=\tfrac12-s(Y-2)/(2X)$. In units of $\mu_\perp^2$ the result is

$$R_{ij}=\frac{x}{2x-1}\left[x-\frac{s(Y-2)}X+\frac{2h(x^2-1)}X\right],$$

$$P_{ij}=\frac{x}{2x+1}\left[x+\frac{s(Y-2)}X+\frac{2h(x^2-1)}X\right],$$

$$Q_{ij}=\frac{4x}{4x^2-1}\left[x^2-\frac12+\frac{s(Y-2)}{2X}+\frac{2hx(x^2-1)}X\right].$$

For $J=\tfrac12$, setting $a=1$, $b=0$, $x=1$ gives $Q=\tfrac43$ and $P=\tfrac23$ for either $^2\Sigma$ component, and no $R$ line. This level must be coded separately: at $x=1$ the general expressions with $s=+1$ give $a^2-b^2=(Y-2)/|Y-2|$, which is correct only for $Y>2$ and undefined at $Y=2$.

As a check on signs, take $Y=20$ and $J=\tfrac92$. Then $x=5$, $X=\sqrt{18^2+96}=20.494$, $(Y-2)/X=0.8783$ and $2(x^2-1)/X=2.3422$. Hence

$$R_{11}=\tfrac59(5-0.8783+2.3422)=3.591,\qquad R_{21}=\tfrac59(5+0.8783-2.3422)=1.965 .$$

### 1.7 Sum rules for checking an implementation

Adding over both $^2\Sigma$ components cancels the interference, since $h$ takes both signs. Adding over the branches then uses $\sum_K m_\Omega^2=2x$, so

$$\sum_{K,j}S_{ij}=2\cdot2x\,(a^2+b^2)=2(2J+1).$$

The three lines of one parity component have values of $e$ that are equal for $R$ and $P$ and opposite for $Q$. Their interference terms are proportional to $\frac{x}{2x-1}+\frac{x}{2x+1}-\frac{4x^2}{4x^2-1}=0$. Each parity component therefore carries $2J+1$ in total. Apart from the frequency factor, the decay rate of a $^2\Pi$ level to this $^2\Sigma$ state does not depend on $J$, on the component or on $Y$.

From a fixed $^2\Sigma$ level, summing over $i$ at each $J$ leaves $m_{1/2}^2+m_{3/2}^2$. The $R$, $Q$ and $P$ lines have $x=y+1$, $y$ and $y-1$, so

$$\frac{2(y+1)^2}{2y+1}+\frac{4y(2y^2-1)}{4y^2-1}+\frac{2(y-1)^2}{2y-1}=\frac{16y^3-4y}{4y^2-1}=4y=2(2K+1).$$

## Part 2. How rotation suppresses the satellite branches

### 2.1 Symbols and results taken over

The upper state is $^2\Pi$ with angular momentum $J$, and $x=J+\tfrac12$. The ratio of spin-orbit to rotational constant is $Y=A/B$, and $X=\sqrt{(Y-2)^2+4(x^2-1)}$. The sign $s$ is $+1$ for the lower $^2\Pi$ component $F_1$ and $-1$ for $F_2$. The sign $h$ is $+1$ for main lines ($i=j$) and $-1$ for satellites, the first index belonging to $^2\Pi$. In units of the squared perpendicular moment, for $J\ge\tfrac32$,

$$R_{ij}=\frac{x}{2x-1}\left[x-\frac{s(Y-2)}X+hG\right],\qquad P_{ij}=\frac{x}{2x+1}\left[x+\frac{s(Y-2)}X+hG\right],$$

$$Q_{ij}=\frac{4x}{4x^2-1}\left[x^2-\frac12+\frac{s(Y-2)}{2X}+hxG\right],\qquad G=\frac{2(x^2-1)}X .$$

The six lines of one $^2\Pi$ component, both parities included, add up to $4x$. The squared coefficients of $\Omega=\tfrac12,\tfrac32$ satisfy $a^2-b^2=s(Y-2)/X$, and $2ab=2s\sqrt{x^2-1}/X$. The mean axial spin projection is $\langle\Sigma\rangle=-s(Y-2)/(2X)$.

The strengths of all twelve branches are now known in closed form, with main lines and satellites distinguished by the sign of one interference term. It remains to show how the satellites' share of the strength falls with rotation, and which satellites reveal how the spin is coupled.

Numerical values quoted here were computed with a short program.
